# Trace-resetting quartic purification of the density matrix, with water as example, part 2

The task is to build the projector \(P=\sum_{i\le N}c_ic_i^T\) onto the \(N\) lowest levels of a real symmetric \(M\times M\) Hamiltonian \(H\) (orthonormal basis, hartree, no spin factor 2), using only products, sums and traces. The levels \(e_1\le\dots\le e_M\) have eigenvectors \(c_i\) and a gap \(e_N<e_{N+1}\). With \(e_{\min}\), \(e_{\max}\) Gershgorin bounds on the spectrum, the iteration starts from
\[ X_0=\frac{e_{\max}I-H}{e_{\max}-e_{\min}}, \]
whose eigenvalues \(x_i\) lie in \([0,1]\), the lowest level having the largest. Polynomials in \(X\) act on the \(x_i\) alone. The quartics that fix 0 and 1 with zero slope there are
\[ p_\gamma=F+\gamma G,\qquad F=x^2(4x-3x^2),\qquad G=x^2(1-x)^2 , \]
with McWeeny's \(m(x)=3x^2-2x^3\) at \(\gamma=3\), and the symmetry
\[ p_\gamma(1-x)=1-p_{6-\gamma}(x). \]
Demanding \(\operatorname{Tr}p_\gamma(X)=N\) gives
\[ \gamma=\frac{N-\operatorname{Tr}F(X)}{\operatorname{Tr}G(X)} , \]
where \(\operatorname{Tr}G=\|X-X^2\|_F^2\); \(\gamma_n\) is its value for \(X_n\). Once \(X^2\) is formed, \(\gamma\) needs no further product; the full step takes two multiplications.

The order argument: if every step is strictly increasing on \([0,1]\) and maps it into itself, an idempotent limit of trace \(N\) is \(P\). For \(p_\gamma\) this holds if and only if \(0\le\gamma\le6\); outside, \(p_\gamma\) has an interior extremum at \(x^*=\gamma/(2\gamma-6)\).

With \(c=\gamma-3\), \(p_\gamma\) lowers eigenvalues below its interior fixed point and raises those above it:
\[ \beta=\frac{2}{c+2+\sqrt{c^2+4}} . \]
For \(0\le\gamma\le6\), \(\beta\) lies in \([0.232,0.768]\).

The example is the converged Hartree–Fock matrix of water in 6-31G, in the Löwdin basis, with \(M=13\), \(N=5\). In \(X_0\) the HOMO is at \(0.18085\) and the LUMO at \(0.15698\).

## The fallbacks

When \(\gamma>6\), even \(p_6\) leaves the trace below \(N\), and the scheme responds by raising all eigenvalues; when \(\gamma<0\), even \(F\) leaves it above \(N\), and the scheme lowers them. These are statements about \(\operatorname{Tr}p_6\) and \(\operatorname{Tr}F\), not about \(\operatorname{Tr}X\): 200 eigenvalues near 0.01 with \(N=1\) have \(\operatorname{Tr}X\approx2>N\) but \(\operatorname{Tr}p_6\approx6\times200\times10^{-4}=0.12\), so \(\gamma>6\). Raising or lowering every eigenvalue calls for increasing maps of \([0,1]\) onto itself with no interior fixed point. Two can be had from the product already formed: \(x^2<x\), and its mirror \(2x-x^2=1-(1-x)^2>x\). The complete scheme, TRS4, is
\[ X_{n+1}=\begin{cases}X_n^2,&\gamma_n<0,\\ F(X_n)+\gamma_nG(X_n),&0\le\gamma_n\le6,\\ 2X_n-X_n^2,&\gamma_n>6.\end{cases} \]
All three branches are strictly increasing, so the order argument applies to every run. A fallback has a price: squaring sends \(1-\delta\) to \(1-(2\delta-\delta^2)\), nearly doubling a small occupied error, and it does not set the trace to \(N\).

An unbroken run of one fallback cannot lead astray. The case \(\gamma<0\) means \(\operatorname{Tr}F>N\). Let \(k\) eigenvalues equal 1 exactly; \(k\le N\) because \(x_{N+1}<x_N\le1\). Repeated squaring sends all others to 0 and \(\operatorname{Tr}F\) to \(k\). If \(k<N\), \(\operatorname{Tr}F\) drops below \(N\) and the run ends. If \(k=N\), the squares tend to \(P\). Replacing \(X\) by \(I-X\), \(N\) by \(M-N\) and \(\gamma\) by \(6-\gamma\) gives the same for \(2X-X^2\). This does not exclude endless switching between branches, and convergence from an arbitrary start is not proved here. It was tested on 40 random \(30\times30\) Hamiltonians with known eigenvectors, random filling and a gap of at least 0.02 Ha: spectrum and order were kept to \(10^{-10}\) at every step, no run needed more than 20 steps, and the largest element of \(X-P\) was \(2.7\times10^{-12}\). Without a gap the scheme cannot reach an idempotent matrix of trace \(N\) in exact arithmetic: if \(e_N=e_{N+1}\), the two eigenvalues stay equal under every polynomial, while an ordered idempotent matrix of trace \(N\) needs \(x_N=1\) and \(x_{N+1}=0\). In double precision rounding splits the pair and the iteration amplifies the split, so in small degenerate models the run passes the stopping test after roughly 100 steps, on a projector of trace \(N\) whose part in the degenerate level is chosen by rounding. Stopping is therefore no proof of a gap.

For water, \(\gamma_0=18.627\) and \(\gamma_1=6.652\) both call for \(2X-X^2\), and the trace goes from 2.655072 to 4.288612 to 6.667766. Two such steps send \(x\) to \(1-(1-x)^4\): the HOMO to \(1-0.81915^4=0.5498\) and the LUMO to \(1-0.84302^4=0.4949\). The gap has grown from 0.0239 to 0.0548. Both frontier eigenvalues were inside \([0.232,0.768]\) already after one step, at \(1-0.81915^2=0.329\) and \(1-0.84302^2=0.289\), and yet \(\gamma_1>6\). What changes at \(n=2\) is that the trace window, from \(\operatorname{Tr}F=4.383\) to \(4.382904+6\times0.70952=8.640\), now contains \(N=5\). The reset at \(n=2\) has \(c=-2.1303\) and \(\beta=2/(-0.1303+2.9220)=0.716\), above both frontier eigenvalues, which are lowered together to shed the excess trace. The fixed point \(\beta\) thus resembles a chemical potential only loosely, since in a single step it need not lie in the gap. From \(n=3\) on, the trace is 5 and \(\gamma\) stays between 2.41 and 4.39.

## Convergence near the projector

Write the occupied eigenvalues as \(1-\delta_i\) and the virtual ones as \(\varepsilon_a\), all in \([0,1]\). After a quartic step \(\operatorname{Tr}X=N-\sum\delta_i+\sum\varepsilon_a=N\), so
\[ \sum_i\delta_i=\sum_a\varepsilon_a=s , \]
the occupation, in orbitals, that has leaked across the gap. It bounds every eigenvalue of \(X-P\) in magnitude. Take \(s>0\).

The symmetry with \(\gamma=0\) gives \(F(1-\delta)=1-p_6(\delta)\), where \(p_6=6x^2-8x^3+3x^4\). The numerator of \(\gamma\) becomes
\[ N-\operatorname{Tr}F=\sum_ip_6(\delta_i)-\sum_aF(\varepsilon_a). \]
For the first sum, \(p_6(\delta)-\delta^2=\delta^2(5-8\delta+3\delta^2)=\delta^2(1-\delta)(5-3\delta)\ge0\), and the Cauchy–Schwarz inequality gives \(s^2\le N\sum\delta_i^2\); the sum is at least \(s^2/N\). For the second, \(F(\varepsilon)=4\varepsilon^3-3\varepsilon^4\le4\varepsilon^3\), and \(\sum\varepsilon_a^3\le s^3\) because the cube of a sum of non-negative terms contains every cube. So \(\gamma\ge0\) whenever \(s^2/N\ge4s^3\), that is \(s\le1/(4N)\). Likewise \(p_6(1-\delta)=1-F(\delta)\) gives \(\operatorname{Tr}p_6-N=\sum p_6(\varepsilon_a)-\sum F(\delta_i)\ge s^2/(M-N)-4s^3\), so \(\gamma\le6\) whenever \(s\le1/(4(M-N))\). With both conditions met the quartic branch is taken, the trace is again \(N\), and
\[ s'=\sum_ap_\gamma(\varepsilon_a)\le\sum_ap_6(\varepsilon_a)\le6\sum_a\varepsilon_a^2\le6s^2 , \]
where \(G\ge0\) and \(8\varepsilon^3\ge3\varepsilon^4\) were used. For \(M\ge3\), \(\max(N,M-N)\ge2\), so the condition
\[ s\le\frac{1}{4\max(N,M-N)} \]
implies \(s\le1/8\) and \(s'\le\tfrac34s\). The condition then holds at the next step too, no fallback occurs again, and \(s\to0\) at least quadratically.

The condition is sufficient, not necessary. For water it reads \(s\le1/32=0.03125\) and is first met at \(n=10\) with \(s=0.03123\), although no fallback occurs after \(n=1\). Some smallness is needed, however, because a correct trace alone does not put \(\gamma\) in range. Take \(N=20\) occupied levels with \(\delta_i=0.015\), one virtual level with \(\varepsilon=0.3\) and the others at 0, so \(s=0.3\). Then \(\sum p_6(\delta_i)=20(0.00135-0.000027+0.00000015)=0.026463\), \(F(0.3)=0.108-0.0243=0.0837\), and \(\operatorname{Tr}G=20\times0.015^2\times0.985^2+0.09\times0.49=0.048466\), which gives \(\gamma=-0.057237/0.048466=-1.181\).

To leading order in \(s\), with \(A=\sum\delta_i^2\) and \(B=\sum\varepsilon_a^2\), the numerator is \(6A\) and \(\operatorname{Tr}G\approx A+B\), so
\[ \gamma\approx\frac{6A}{A+B},\qquad s'\approx\gamma B\approx\frac{6AB}{A+B}. \]
Since \(s^2/N\le A\le s^2\) and \(s^2/(M-N)\le B\le s^2\), \(\gamma\) stays away from 0 and 6 at fixed \(M\) as \(s\to0\), and \(s'\ge6s^2/M\) at this order, from \(AB/(A+B)=1/(1/A+1/B)\). The convergence is quadratic and no faster. The "fourth order" in the name is the degree of the polynomial. A cubic approach occurs only at one end for an extreme member, as in \(F(\varepsilon)\approx4\varepsilon^3\).

The limit of \(\gamma\) follows from the frontier levels. An occupied error maps as \(\delta\to p_{6-\gamma}(\delta)=\delta^2w(\delta)\), with \(w\) a quadratic and \(w(0)=6-\gamma\) bounded away from zero. For a level below the HOMO, strict order gives \(\rho=\delta_i/\delta_H<1\), and \(\rho'=\rho^2w(\delta_i)/w(\delta_H)\). The ratio of the \(w\) differs from 1 by at most a constant times \(\delta_H-\delta_i\le s(1-\rho)\), so for small \(s\) the ratio \(\rho\) is essentially squared and tends to 0. The same holds on the virtual side. If the HOMO is \(g_o\)-fold and the LUMO \(g_v\)-fold degenerate, then \(\delta_H\to s/g_o\), \(A\to s^2/g_o\), \(B\to s^2/g_v\), and
\[ \gamma\to\frac{6g_v}{g_o+g_v},\qquad \frac{s'}{s^2}\to\frac{6}{g_o+g_v}. \]
For \(g_o=g_v\) the scheme turns into McWeeny's at the end. An iteration on the eigenvalues with 2500 digits gives order 2.000000, \(\gamma\to3\) and \(s'/s^2\to3\) for water. For model levels \(-1,-0.5,0.5,0.5,1.2\) Ha with \(N=2\), where \(g_o=1\) and \(g_v=2\), it gives 4 and 2, as \(12/3\) and \(6/3\) require.

The double-precision run stops before this limit. Its last computed value is \(\gamma_{12}=2.89\), so \(A/(A+B)=0.482\): the two sets of errors have the same sum \(s\), and the smaller sum of squares shows that the occupied one is the more spread over several levels. In the limit \(\operatorname{Tr}G=2s^2\) and \(s'=3s^2\) give \(\operatorname{Tr}G'=18s^4=4.5(\operatorname{Tr}G)^2\). The printed values give \(4.8478\times10^{-6}/(1.1407\times10^{-3})^2=3.73\), then \(9.9361\times10^{-11}/(4.8478\times10^{-6})^2=4.23\), then \(4.4236\times10^{-20}/(9.9361\times10^{-11})^2=4.48\).

## Stopping, and the result for water

As \(s\to0\) the numerator \(N-\operatorname{Tr}F\approx6A\) is a difference of numbers of size \(N\) and sinks into rounding error, while the denominator vanishes. A noisy \(\gamma\) could then leave the range and trigger a fallback that doubles an error. The cure is that \(\gamma\) no longer matters: for an exact \(\gamma\) in \([0,6]\), \(p_\gamma(X)-m(X)=(\gamma-3)G(X)\) has eigenvalues of magnitude at most \(3\operatorname{Tr}G\). Once \(\operatorname{Tr}G<10^{-11}\) and the trace is within \(10^{-3}\) of \(N\), one last step with \(\gamma=3\) ends the run, differing from the exact step by at most \(3\times10^{-11}\) in any eigenvalue. The trace test is needed because a matrix near a projector of the wrong rank also has small \(\operatorname{Tr}G\). Computing \(\operatorname{Tr}G\) as a sum of squares keeps it from turning negative by cancellation.

Water takes 14 steps: two fallbacks at one multiplication and twelve steps at two, \(2+24=26\) multiplications. The largest element of \(X-P\), with \(P\) from diagonalization of the same matrix, is \(8.9\times10^{-16}\). The sum \(\operatorname{Tr}(XH)=-23.68597769\) Ha equals the sum of the five occupied orbital energies to the digits shown. With \(Z=S^{-1/2}\), \(S\) the overlap matrix, the atomic-orbital density matrix \(2ZXZ\) gives a total energy of \(-75.98394030\) Ha (\(-2067.6283\) eV), the same as the self-consistent value. These digits measure the agreement of two routes to one Hartree–Fock/6-31G number, not the accuracy of that level of theory, and the purification acted on an already converged Fock matrix. In cc-pVTZ the Hartree–Fock energy is \(-76.0570\) Ha, 0.073 Ha lower. The course of the iteration also belongs to this basis and these bounds: cc-pVDZ takes 15 steps with three fallbacks, one of them directly after a reset (\(\gamma_1=1.04\), \(\gamma_2=6.99\)), and cc-pVTZ takes 19 steps with six. The numerical check printed below also asserts that the matrix values of \(\gamma_n\) match those of the eigenvalue iteration while \(\operatorname{Tr}G>10^{-6}\), and that \(0\le\gamma\le6\) and \(s'\le6s^2\) hold on random and extreme error patterns at the edge of the proven region.

## Values computed for the example and the checks

```
family p = g*x**2 + x**4*(g - 3) + x**3*(4 - 2*g)
monotonic on grid for gamma from -0.0004 to 6.0004
maps into [0,1] on grid for gamma from -0.0004 to 6.0004
gamma=-4: extremum at x*=0.285714, p(x*)=-0.093294
gamma=10: extremum at x*=0.714286, p(x*)=1.093294
gamma=0: fixed point beta=0.767592, slope=1.643211
gamma=3: fixed point beta=0.500000, slope=1.500000
gamma=6: fixed point beta=0.232408, slope=1.643211
water: R(OH)=0.96 A = 1.81414 bohr, angle=104.5 deg, M=13, N=5
levels (Ha): lowest -20.56095 HOMO -0.50124 LUMO 0.20313 top 1.69604
Gershgorin bounds (Ha): -24.67707 4.83626
X0 eigenvalues: core 0.86053 HOMO 0.18085 LUMO 0.15698
step 0: TrF=1.064291 TrG=0.211292 gamma=18.62689
unrestricted step 0 would give largest eigenvalue 1.17216
 n  branch     gamma    Tr X_n      Tr G_n
 0 2X-X^2   18.6269  2.655072  2.1129e-01
 1 2X-X^2    6.6524  4.288612  4.7121e-01
 2 F+gG      0.8697  6.667766  7.0952e-01
 3 F+gG      4.3868  5.000000  5.3991e-01
 4 F+gG      4.2444  5.000000  4.7672e-01
 5 F+gG      3.9212  5.000000  3.7170e-01
 6 F+gG      3.2478  5.000000  2.5399e-01
 7 F+gG      2.5107  5.000000  1.6247e-01
 8 F+gG      2.4133  5.000000  7.9468e-02
 9 F+gG      2.5670  5.000000  1.8836e-02
10 F+gG      2.6455  5.000000  1.1407e-03
11 F+gG      2.6748  5.000000  4.8478e-06
12 F+gG      2.8920  5.000000  9.9361e-11
13 last      3.0000  5.000000  4.4236e-20
first reset n=2: TrF=4.382904, Tr after=5.0000000000, McWeeny 6.511455
steps 14, multiplications 26, max|X-P|=8.9e-16
Tr(XH)=-23.68597769 Ha, occupied orbital sum=-23.68597769 Ha
E(purified)=-75.98394030 Ha = -2067.6283 eV, E(SCF)=-75.98394030 Ha
pure McWeeny from X0 ends with trace 1.000000
water: order 2.000000, gamma limit 3.000000, s'/s^2 3.000000
water basin bound s<=0.03125 first met at n=10, s=3.1231e-02
model levels (Ha): [-1.  -0.5  0.5  0.5  1.2] N=2, bounds -1.5, 1.5
model go=1 gv=2: order 2.000000, gamma limit 4.000000, s'/s^2 2.000000
correct trace, N=20, equal d_i, one e, s=0.3: gamma=-1.18097
40 random H, M=30, gap>=0.02 Ha: worst |X-P|=2.7e-12, most steps 20
```
